# Natural transition orbitals and the natural occupations of CIS states

Take two occupied spin orbitals $\varphi_1,\varphi_2$, two virtual ones $\varphi_3,\varphi_4$, and the determinant $\Phi_0$ in which the first two are filled. Let $\Phi_i^a$ be the determinant with the electron of $\varphi_i$ moved to $\varphi_a$, and consider the state

$$\Psi=0.7\,\Phi_1^3+0.1\,\Phi_1^4+0.5\,\Phi_2^3+0.5\,\Phi_2^4 .$$

Its norm is $0.49+0.01+0.25+0.25=1$. Four excitations appear, and no single one has a weight above one half. Collect the amplitudes in a matrix with rows for the emptied orbitals and columns for the filled ones:

$$C=\begin{pmatrix}0.7&0.1\\0.5&0.5\end{pmatrix},\qquad
CC^{T}=\begin{pmatrix}0.5&0.4\\0.4&0.5\end{pmatrix}.$$

The eigenvalues of $CC^T$ are $0.9$ and $0.1$, with eigenvectors $u_1=(1,1)/\sqrt2$ and $u_2=(1,-1)/\sqrt2$. Acting with $C^T$ gives

$$C^Tu_1=\frac{(1.2,\,0.6)}{\sqrt2}=\sqrt{0.9}\,\frac{(2,1)}{\sqrt5},\qquad
C^Tu_2=\frac{(0.2,\,-0.4)}{\sqrt2}=\sqrt{0.1}\,\frac{(1,-2)}{\sqrt5}.$$

Use the vectors $u_k$ to define new occupied orbitals $h_1,h_2$, and the normalised vectors on the right to define new virtual orbitals $p_1,p_2$. The same state now has two terms: $h_1\to p_1$ with amplitude $\sqrt{0.9}=0.9487$ and $h_2\to p_2$ with amplitude $\sqrt{0.1}=0.3162$.

The occupations can be read off. With probability $0.9$ the orbital $h_1$ is empty and $p_1$ is filled; with probability $0.1$ this holds for $h_2$ and $p_2$. The mean occupations of $h_1,h_2,p_1,p_2$ are therefore $0.1,\,0.9,\,0.9,\,0.1$. The two determinants differ in two spin orbitals, so a one-electron operator cannot connect them. The one-particle density matrix is then diagonal in these orbitals, and the four numbers are its eigenvalues, the natural occupations.

For the general case, let $i,j$ label occupied and $a,b$ virtual orthonormal spin orbitals, with $\{a_p,a_q^\dagger\}=\delta_{pq}$. A state of configuration interaction with single excitations (CIS) is

$$\Psi=\sum_{ia}c_{ia}\,a_a^\dagger a_i\,\Phi_0,\qquad \sum_{ia}|c_{ia}|^2=1 .$$

It contains no $\Phi_0$. For a Hartree–Fock reference this follows from Brillouin's theorem, $\langle\Phi_i^a|H|\Phi_0\rangle=0$, which decouples the reference from the single excitations.

The transition density matrix is $T_{pq}=\langle\Phi_0|a_p^\dagger a_q|\Psi\rangle$. To evaluate it, first remove an electron from a virtual orbital of $\Psi$:

$$a_a\Psi=\sum_{jb}c_{jb}\,(\delta_{ab}-a_b^\dagger a_a)\,a_j\Phi_0=\sum_j c_{ja}\,a_j\Phi_0 , \tag{1}$$

because $\varphi_a$ is empty in $a_j\Phi_0$. For occupied orbitals $a_i^\dagger a_j\Phi_0=(\delta_{ij}-a_ja_i^\dagger)\Phi_0=\delta_{ij}\Phi_0$, since $\varphi_i$ is already full. Hence

$$a_i^\dagger a_a\Psi=c_{ia}\Phi_0,\qquad T_{ia}=c_{ia}. \tag{2}$$

The other blocks vanish. If $p$ is virtual, $\langle\Phi_0|a_p^\dagger$ is the adjoint of $a_p\Phi_0=0$. If $p$ and $q$ are both occupied, the excited electron stays in its virtual orbital and the overlap with $\Phi_0$ is zero. The CIS amplitudes thus form the whole non-zero part of $T$. With the opposite index order for $T$, the transpose would appear.

Now write the singular value decomposition

$$C=U\Sigma V^\dagger,\qquad c_{ia}=\sum_k U_{ik}\,\sigma_k\,V_{ak}^*,\qquad \sigma_k\ge0,$$

with square unitary matrices $U$ and $V$ and a rectangular diagonal $\Sigma$. Substitution into the state gives

$$\Psi=\sum_k\sigma_k\Big(\sum_aV_{ak}^*a_a^\dagger\Big)\Big(\sum_iU_{ik}a_i\Big)\Phi_0 .$$

An orbital $\sum_pw_p\varphi_p$ has the creation operator $\sum_pw_pa_p^\dagger$ and the annihilation operator $\sum_pw_p^*a_p$. The brackets therefore create an electron in $p_k$ and remove one from $h_k$, where

$$p_k=\sum_aV_{ak}^*\varphi_a,\qquad h_k=\sum_iU_{ik}^*\varphi_i . \tag{3}$$

These are the natural transition orbitals (NTOs). The complex conjugations matter when the amplitudes are complex. The transition density in real space confirms them:

$$\langle\Phi_0|\psi^\dagger(x')\psi(x)|\Psi\rangle=\sum_{ia}c_{ia}\varphi_i^*(x')\varphi_a(x)=\sum_k\sigma_k\,h_k^*(x')\,p_k(x).$$

For a one-electron operator $\hat o$, the transition moment is correspondingly $\sum_k\sigma_k\langle h_k|\hat o|p_k\rangle$. Here the singular values enter unsquared, and contributions of different pairs may cancel. In the populations derived next they enter squared, and nothing cancels.

The leading pair carries at least the weight of any original excitation. Indeed $|c_{ia}|^2\le\sum_j|c_{ja}|^2=(C^\dagger C)_{aa}=\sum_k\sigma_k^2|V_{ak}|^2\le\sigma_1^2$, where $\sigma_1$ is the largest singular value and the last step uses $\sum_k|V_{ak}|^2=1$. In the opening example the largest weight rises from $0.49$ to $0.9$.

The density matrix of the excited state itself is $\gamma_{pq}=\langle\Psi|a_p^\dagger a_q|\Psi\rangle$. Its virtual block is the overlap of two vectors of the form (1):

$$\gamma_{ab}=\langle a_a\Psi|a_b\Psi\rangle=\sum_{ij}c_{ia}^*c_{jb}\langle a_i\Phi_0|a_j\Phi_0\rangle=\sum_ic_{ia}^*c_{ib}=(C^\dagger C)_{ab}.$$

For the occupied block, add an electron instead. Moving $a_i^\dagger$ past $a_b^\dagger$ costs one sign:

$$a_i^\dagger\Psi=-\sum_{jb}c_{jb}\,a_b^\dagger a_i^\dagger a_j\Phi_0=-\sum_bc_{ib}\,a_b^\dagger\Phi_0 .$$

With $a_i^\dagger a_j=\delta_{ij}-a_ja_i^\dagger$ the sign appears twice and drops out:

$$\gamma_{ij}=\delta_{ij}-\langle a_j^\dagger\Psi|a_i^\dagger\Psi\rangle=\delta_{ij}-\sum_bc_{jb}^*c_{ib}=\delta_{ij}-(CC^\dagger)_{ij}.$$

The mixed block follows from (2): $\gamma_{ia}=c_{ia}\langle\Psi|\Phi_0\rangle=0$. Its adjoint vanishes too.

Subtracting the density matrix of $\Phi_0$, which is one on the occupied and zero on the virtual space, leaves

$$\Delta=\begin{pmatrix}-CC^\dagger&0\\0&C^\dagger C\end{pmatrix},\qquad
CC^\dagger=U\Sigma\Sigma^TU^\dagger,\quad C^\dagger C=V\Sigma^T\Sigma V^\dagger . \tag{4}$$

The detachment matrix is the negative part of $\Delta$ with its sign reversed, and the attachment matrix is the positive part. They are $CC^\dagger$ and $C^\dagger C$, because both products are positive semidefinite. Their non-zero eigenvalues are the same numbers $\sigma_k^2$. Each has trace $\sum_k\sigma_k^2=1$: one electron has been moved. In real space the detachment density is $\sum_k\sigma_k^2|h_k|^2$ and the attachment density is $\sum_k\sigma_k^2|p_k|^2$.

For the natural occupations, transform $\gamma$ to the NTOs. If the columns of $W$ hold orbital coefficients, the transformed matrix is $W^T\gamma W^*$. By (3), $W=U^*$ in the occupied and $W=V^*$ in the virtual space, so the two blocks become

$$U^\dagger(1-CC^\dagger)U=1-\Sigma\Sigma^T,\qquad V^\dagger C^\dagger C\,V=\Sigma^T\Sigma .$$

Both are diagonal. The natural occupations are therefore

$$n(h_k)=1-\sigma_k^2,\qquad n(p_k)=\sigma_k^2, \tag{5}$$

with ones for occupied and zeros for virtual orbitals that have no partner. These relations were tested with explicit creation and annihilation operators on a random complex state with three occupied and four virtual spin orbitals.

The spectrum is unique, but the orbitals need not be. If two non-zero singular values coincide, their pairs may be rotated among themselves, holes and particles together. Orbitals that belong to the singular value zero do not contribute to $\Psi$, and there the holes and the particles may be rotated independently. A second degeneracy concerns $\gamma$ alone. It arises when $1-\sigma_k^2=\sigma_l^2$, as in the opening example, where $h_2$ and $p_1$ both have occupation $0.9$. Any rotation of these two orbitals still gives natural orbitals, so a diagonalisation of $\gamma$ may return mixtures of occupied and virtual functions. The difference matrix separates them, since its eigenvalues are $-0.1$ for $h_2$ and $+0.9$ for $p_1$.

The number of pairs that matter can be measured by the participation ratio $1/\sum_k\sigma_k^4$, which equals $m$ for $m$ equal singular values. A related quantity is the departure of $\gamma$ from idempotency. Each pair contributes $n(1-n)=\sigma_k^2(1-\sigma_k^2)$ twice, once for the hole and once for the particle, so

$$\mathrm{Tr}(\gamma-\gamma^2)=2\sum_k\sigma_k^2(1-\sigma_k^2)=2\Big(1-\sum_k\sigma_k^4\Big). \tag{6}$$

This is also a statement about the two-particle cumulant $\lambda$, defined by

$$\langle a_p^\dagger a_q^\dagger a_sa_r\rangle=\gamma_{pr}\gamma_{qs}-\gamma_{ps}\gamma_{qr}+\lambda_{pq,rs}.$$

Set $s=q$ and sum over $q$. For $N$ electrons the left side becomes $(N-1)\gamma_{pr}$ and the first two terms on the right give $N\gamma_{pr}-(\gamma^2)_{pr}$. Hence $\sum_q\lambda_{pq,rq}=(\gamma^2-\gamma)_{pr}$, and (6) is minus the full trace of the cumulant. It vanishes for a single pair, when $\Psi$ is one determinant. In the example $\sum_k\sigma_k^4=0.81+0.01=0.82$, which gives a participation ratio of $1.22$ and a trace of $0.36$.

The absence of $\Phi_0$ is essential to (5). Suppose $\Psi$ has an additional term $c_0\Phi_0$, and let $\sigma_k$ now be the singular values of the singles part, with $\sum_k\sigma_k^2=1-|c_0|^2$. Since $a_a\Phi_0=0$ and $a_i^\dagger\Phi_0=0$, the two diagonal blocks keep their form. Equation (2) still holds, but now $\langle\Psi|\Phi_0\rangle=c_0^*$, so $\gamma_{ia}=c_0^*c_{ia}$. In the NTO basis each pair gives

$$\begin{pmatrix}1-\sigma_k^2&c_0^*\sigma_k\\c_0\sigma_k&\sigma_k^2\end{pmatrix},\qquad
n_k^\pm=\tfrac12\pm\sqrt{\tfrac14-\sigma_k^2\,(1-\sigma_k^2-|c_0|^2)} ,$$

because the trace is $1$ and the determinant is $\sigma_k^2(1-\sigma_k^2-|c_0|^2)$. With one pair the determinant is zero and the occupations are $1$ and $0$: the state is a single determinant in which $h_1$ has been replaced by the mixture $c_0h_1+\sigma_1p_1$. For the opening example mixed with $\Phi_0$ at weight one half, $\sigma_k^2$ is $0.45$ and $0.05$. Both pairs then have the determinant $0.45\times0.05=0.0225$, and their occupations are $0.5\pm\sqrt{0.2275}$, or $0.977$ and $0.023$. Equation (5) would have given $0.55$, $0.95$, $0.45$ and $0.05$.

In a closed-shell molecule a singlet CIS state has equal amplitudes for both spins,

$$\Psi=\frac1{\sqrt2}\sum_{ia}S_{ia}\big(a_{a\alpha}^\dagger a_{i\alpha}+a_{a\beta}^\dagger a_{i\beta}\big)\Phi_0,\qquad\sum_{ia}|S_{ia}|^2=1,$$

where $i,a$ now label spatial orbitals. The matrix $C$ consists of two blocks $S/\sqrt2$. If $S$ has singular values $s_k$, then $C$ has each value $s_k/\sqrt2$ twice. Per spin the occupations are $1-s_k^2/2$ and $s_k^2/2$; summed over spin they are

$$n(h_k)=2-s_k^2,\qquad n(p_k)=s_k^2 ,$$

and the spin-summed detachment and attachment eigenvalues are $s_k^2$. Equation (6) becomes $2\big(1-2\sum_ks_k^4/4\big)=2-\sum_ks_k^4$. For one spatial pair this is $1$, not $0$: such a singlet consists of two determinants, with one electron in $h_1$ and one in $p_1$. The participation ratio quoted below is the spatial one, $1/\sum_ks_k^4$.

As a molecular case take water with O–H distances of $0.96$ Å and an angle of $104.5^\circ$, treated by restricted Hartree–Fock and singlet CIS in the 6-31G basis. There are five occupied and eight virtual spatial orbitals, numbered by increasing orbital energy. CIS leaves out double and higher excitations and the basis is small, so the energies serve to identify the states and do not predict a spectrum.

The lowest singlet lies at $0.3453$ hartree, or $9.40$ eV. Its three largest canonical weights are $0.9840$ for $5\to6$, $0.0125$ for $5\to10$ and $0.0029$ for $5\to13$. All three start from the same orbital, and excitations from a common hole combine into one term, since $\sum_aS_{5a}\varphi_a$ is a single function up to its norm. Such a term is an NTO pair only if this function is orthogonal to those reached from the other holes; in the opening example the two normalised functions overlap by $0.8$, and neither term is a pair. Here the other holes carry less than $10^{-4}$ of the weight. The decomposition gives $s_1^2=0.99997$. The hole then has occupation $2-0.99997=1.00003$ and the particle $0.99997$. The several canonical terms describe almost entirely the shape of one particle orbital. The last digits belong to the basis: in aug-cc-pVTZ $s_1^2$ is $0.9994$.

Among the next five singlets, the sixth state, at $0.7100$ hartree or $19.32$ eV, has the largest participation ratio, $1.13$. Its leading canonical weights are $0.9359$ for $3\to7$, $0.0315$ for $5\to9$ and $0.0128$ for $4\to6$. These three have neither a hole nor a particle in common, and the leading weight rises only slightly, to $s_1^2=0.9382$. The further values are $0.0315$, $0.0287$ and $0.0016$. The hole occupations follow as $2-0.9382=1.0618$, then $1.9685$, $1.9713$ and $1.9984$. The sum $\sum_ks_k^4$ is $1/1.1337=0.8821$, so the trace in (6) is $2-0.8821=1.1179$. Even this state is dominated by one pair. The value belongs to the 6-31G basis: diffuse functions change the low states and their order, and the largest participation ratio among the six lowest singlets becomes $1.38$ in aug-cc-pVDZ and $1.35$ in aug-cc-pVTZ.

For both states the amplitudes were also placed in the space of all determinants, and the density matrices were evaluated there directly. The detachment and attachment eigenvalues and the occupations passed the test against $s_k^2$; the numerical output lists them side by side.

One more condition concerns the meaning of "density matrix". The matrix $\gamma$ is the expectation value in $\Psi$, often called unrelaxed. A relaxed density is defined instead by the derivative of the energy with respect to a one-electron perturbation. The CIS energy is stationary in the amplitudes but in general not under rotations between occupied and virtual orbitals, and a perturbation changes the Hartree–Fock orbitals. Rotations within the occupied or within the virtual space do not matter, because they leave the space of single excitations unchanged. Relaxation therefore adds a block $Z$ between occupied and virtual orbitals:

$$\Delta_{\rm rel}=\begin{pmatrix}-CC^\dagger&Z\\Z^\dagger&C^\dagger C\end{pmatrix},\qquad
\mathrm{Tr}\,\Delta_{\rm rel}^2=2\sum_k\sigma_k^4+2\,\mathrm{Tr}(ZZ^\dagger).$$

If $Z\ne0$ the sum of squared eigenvalues is larger than $2\sum_k\sigma_k^4$, so the eigenvalues cannot all be $\pm\sigma_k^2$.

The lowest singlet of water shows the size of the effect. Put the oxygen at the origin and the $z$ axis along the bisector of the angle, towards the hydrogens. On excitation the summed $z$ coordinate of the electrons changes by $1.344$ bohr according to the unrelaxed density. The derivative of the excitation energy with respect to $F$, for a perturbation $Fz$ acting on each electron, gives $1.096$ bohr. Both describe a shift of electrons towards the hydrogens, but relaxation removes $0.249$ bohr, about $18\%$ of the unrelaxed value. These numbers are not converged in the basis: the unrelaxed and relaxed shifts are $1.29$ and $1.01$ bohr in cc-pVDZ and $1.66$ and $1.37$ bohr in aug-cc-pVTZ, and the fraction removed lies between $15\%$ and $22\%$ in such bases. Since the two results differ, $Z$ is not zero here. The squared singular values are then the attachment and detachment eigenvalues of the CIS wave function, and not those of the density that gives the response of its energy.

## Values computed for the example and the checks

```
MODEL, two occupied and two virtual spin orbitals
C, row by row: 0.7 0.1 0.5 0.5
singular values: 0.9487 0.3162
squared singular values: 0.9000 0.1000
pair 1 hole coefficients: 0.7071 0.7071
pair 1 particle coefficients: 0.8944 0.4472
pair 2 hole coefficients: 0.7071 -0.7071
pair 2 particle coefficients: 0.4472 -0.8944
natural occupations: 0.9000 0.9000 0.1000 0.1000
participation ratio: 1.2195
Tr(gamma - gamma^2): 0.3600
with reference weight: 0.50
  squared singular values of singles: 0.4500 0.0500
  natural occupations: 0.9770 0.9770 0.0230 0.0230
WATER, RHF/6-31G and singlet CIS
O-H length: 0.96 angstrom; angle: 104.5 degrees
occupied, virtual spatial orbitals: 5, 8
RHF energy: -75.983940 hartree
state: energy/eV, two largest s^2, participation ratio
  1: 9.395, 1.0000 0.0000, 1.0001
  2: 11.326, 1.0000 0.0000, 1.0001
  3: 11.841, 0.9800 0.0165, 1.0409
  4: 13.916, 0.9723 0.0276, 1.0568
  5: 15.492, 0.9704 0.0295, 1.0609
  6: 19.320, 0.9382 0.0315, 1.1337
STATE 1: 0.345272 hartree = 9.395 eV
  largest canonical weights (occupied->virtual):
    5->6: 0.9840
    5->10: 0.0125
    5->13: 0.0029
  s^2 from SVD: 0.99997 0.00003 0.00000 0.00000 0.00000
  detachment: 0.99997 0.00003 0.00000 0.00000 0.00000
  attachment: 0.99997 0.00003 0.00000 0.00000 0.00000
  hole-side occupations: 2.00000 2.00000 2.00000 1.99997 1.00003
  particle-side occupations: 0.99997 0.00003 0.00000 0.00000 0.00000
  Tr(gamma - gamma^2), both spins: 1.0001
STATE 6: 0.709998 hartree = 19.320 eV
  largest canonical weights (occupied->virtual):
    3->7: 0.9359
    5->9: 0.0315
    4->6: 0.0128
  s^2 from SVD: 0.93823 0.03145 0.02873 0.00159 0.00000
  detachment: 0.93823 0.03145 0.02873 0.00159 0.00000
  attachment: 0.93823 0.03145 0.02873 0.00159 0.00000
  hole-side occupations: 2.00000 1.99841 1.97127 1.96855 1.06177
  particle-side occupations: 0.93823 0.03145 0.02873 0.00159 0.00000
  Tr(gamma - gamma^2), both spins: 1.1179
STATE 1, change of the summed electron z coordinate
  unrelaxed density: 1.3444 bohr
  energy derivative: 1.0958 bohr
```
